# Why the image force draws an electron into a dielectric resist

## Definitions and conventions

A flat surface separates vacuum from a resist, treated as a linear, uniform dielectric of relative permittivity $\epsilon>1$. A point charge $q$ rests at distance $d$ from the surface; for an electron $q=-e$, with $e>0$. The permittivity of the medium that holds the charge is $\epsilon_1$: it equals $\epsilon$ inside the resist and 1 outside. The unit normal $\mathbf n$ points out of the resist into the vacuum. A sign $s$ records the side: $s=+1$ for a charge inside, $s=-1$ for a charge outside.

Until stated otherwise, the surface carries no free charge, no external field acts, the resist is thick compared with $d$, and $d$ is larger than a molecule. The polarization keeps pace with the charge. The zero of energy is the same charge far from the surface in the same medium, so the inside and outside energies have different zeros.

With

$$\beta=\frac{\epsilon-1}{\epsilon+1},$$

the result to be shown is that the surface exerts a force of size

$$F=\frac{\beta q^2}{16\pi\epsilon_0\epsilon_1 d^2},$$

directed into the dielectric in both cases. Into the dielectric means away from the surface for an electron inside, and towards the surface for one outside. The opposite words "repel" and "attract" describe one direction in space.

## First contribution: the cloud around the charge

The polarization is $\mathbf P=\mathbf D-\epsilon_0\mathbf E$. Since $\mathbf D=\epsilon_0\epsilon\mathbf E$, this is $\mathbf P=(1-1/\epsilon)\mathbf D$. The bound charge density within the resist is therefore

$$\rho_b=-\nabla\cdot\mathbf P=-\left(1-\frac1\epsilon\right)\nabla\cdot\mathbf D=-\left(1-\frac1\epsilon\right)\rho_f ,$$

where $\rho_f$ is the free charge density. Bound charge appears only where the free charge is. An embedded charge $q$ carries a cloud $-(1-1/\epsilon)q$, and the two together act as $q/\epsilon$.

In this continuum model the cloud is centred on the charge and exerts no net force on it. Its role is to weaken the field that reaches the surface. Outside there is no cloud, and the full $q$ acts. Both cases are covered by an effective source $q/\epsilon_1$.

## Second contribution: the bound charge on the surface

Let $\rho$ be the distance along the surface from the point nearest the charge, and $R=\sqrt{\rho^2+d^2}$. The source $q/\epsilon_1$ alone produces at the surface a field whose component along $\mathbf n$ is

$$E_0=s\,\frac{q}{\epsilon_1}\,\frac{d}{4\pi\epsilon_0R^3}.$$

The factor $d/R$ projects the field on the normal. The sign $s$ enters because the field of a charge inside crosses the surface along $+\mathbf n$ if $q>0$, while that of a charge outside crosses it along $-\mathbf n$.

The surface acquires a bound charge density $\sigma$. Since the sheet is flat, its distant parts produce no normal field in its own plane; the local part adds $+\sigma/2\epsilon_0$ just outside and $-\sigma/2\epsilon_0$ just inside:

$$E_{n,\rm out}=E_0+\frac{\sigma}{2\epsilon_0},\qquad E_{n,\rm in}=E_0-\frac{\sigma}{2\epsilon_0}.$$

With no free charge on the surface, the normal part of $\mathbf D$ is continuous, so $E_{n,\rm out}=\epsilon E_{n,\rm in}$. Substitution gives

$$E_0+\frac{\sigma}{2\epsilon_0}=\epsilon E_0-\frac{\epsilon\sigma}{2\epsilon_0}
\quad\Rightarrow\quad
(\epsilon+1)\frac{\sigma}{2\epsilon_0}=(\epsilon-1)E_0,$$

and hence $\sigma=2\epsilon_0\beta E_0$.

This equation explains why the surface repels in one case and attracts in the other. The surface charge has the sign of $E_0$, and the field of an electron points towards the electron. If the electron is inside, the field at the surface points inward, $E_0<0$, and the surface becomes negative: it repels the electron. If the electron is outside, the field points outward, $E_0>0$, and the surface becomes positive: it attracts the electron. The molecules respond in the same way each time, with their positive ends towards the electron. What changes is which end lies at the surface: the negative end if the electron is inside, the positive end if it is outside.

For a positive charge both $E_0$ and $\sigma$ change sign, so the force keeps its direction. A hole in the resist is also pushed away from the vacuum surface.

## From surface charge to force

Inserting $E_0$ gives

$$\sigma=\frac{s\beta q}{\epsilon_1}\frac{d}{2\pi R^3}.$$

The total surface charge is

$$Q=\int_0^\infty\sigma\,2\pi\rho\,d\rho
=\frac{s\beta q}{\epsilon_1}\,d\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^{3/2}}
=\frac{s\beta q}{\epsilon_1},$$

because the last integral equals $1/d$. Thus $\sigma=Qd/(2\pi R^3)$. By symmetry the sideways forces cancel. The force on $q$ away from the surface is

$$F_{\rm away}=q\int_0^\infty\frac{\sigma}{4\pi\epsilon_0R^2}\frac dR\,2\pi\rho\,d\rho
=\frac{qQd^2}{4\pi\epsilon_0}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^3}.$$

The integral is $1/(4d^4)$, so

$$F_{\rm away}=\frac{qQ}{16\pi\epsilon_0d^2}=s\,\frac{\beta q^2}{16\pi\epsilon_0\epsilon_1d^2}.$$

It is positive inside and negative outside, as claimed. The middle expression is the Coulomb force of a charge $Q$ at distance $2d$. That fictitious charge is the image; the real charge lies on the surface.

The energy is the work needed to bring the charge from far away to $d$ against this force:

$$W=\int_d^\infty F_{\rm away}(x)\,dx=s\,\frac{\beta q^2}{16\pi\epsilon_0\epsilon_1d}.$$

The potential of the surface charge at $q$ is $Q/(4\pi\epsilon_0\,2d)$, and $W$ is half of $q$ times this potential. The half arises because the surface charge is not fixed in place. Its total $Q$ stays the same, but it is spread more widely when the charge is farther away, so the force during the approach is weaker than the final distribution, held fixed, would give.

Two limits show what matters. For $\epsilon\to1$ both forces vanish, since there is no surface left. For $\epsilon\to\infty$ the outside force tends to the value for a metal, $q^2/(16\pi\epsilon_0d^2)$, but the inside force falls to zero as $1/\epsilon$, because the cloud screens the electron completely. At equal $d$ and $\epsilon$, the outside force is $\epsilon$ times the inside force.

## One cause for both signs

An energy argument shows why the direction must be common. Compare two arrangements $a$ and $b$ with the same free charge but different permittivities $\epsilon_a(\mathbf r)$ and $\epsilon_b(\mathbf r)$. Their field energies are $U=\frac12\int\mathbf E\cdot\mathbf D\,dV$. The difference $\mathbf D_b-\mathbf D_a$ has no divergence, and each $\mathbf E$ is a gradient, so integration by parts gives

$$\int\mathbf E_a\cdot(\mathbf D_b-\mathbf D_a)\,dV=0,\qquad
\int\mathbf E_b\cdot(\mathbf D_b-\mathbf D_a)\,dV=0.$$

Hence $U_a=\frac12\int\mathbf E_a\cdot\mathbf D_b\,dV$ and $U_b=\frac12\int\mathbf E_b\cdot\mathbf D_a\,dV$. Subtracting,

$$U_b-U_a=-\frac{\epsilon_0}{2}\int(\epsilon_b-\epsilon_a)\,\mathbf E_a\cdot\mathbf E_b\,dV.$$

Now let $b$ differ from $a$ by an added layer of resist, of small thickness $\delta$, on the vacuum side. In the layer $\epsilon_b-\epsilon_a=\epsilon-1$. The field there was the outside field and becomes the inside field. Their tangential parts $E_t$ agree, so

$$U_b-U_a=-\delta\,\frac{\epsilon_0(\epsilon-1)}2\int\left(E_t^2+E_{n,\rm out}E_{n,\rm in}\right)dA.$$

Adding the layer has the same effect as moving the charge by $\delta$ in the direction of the resist. The force in that direction is minus the energy change per distance:

$$F_{\rm into}=\frac{\epsilon_0(\epsilon-1)}2\int\left(E_t^2+E_{n,\rm out}E_{n,\rm in}\right)dA .$$

Because $E_{n,\rm out}=\epsilon E_{n,\rm in}$, the integrand is $E_t^2+\epsilon E_{n,\rm in}^2$, which cannot be negative. Field energy at fixed charge is lowered by having more polarizable material in the field. The charge is pushed to where more material surrounds it, from either side.

The size also comes out. The density $\sigma=Qd/(2\pi R^3)$ produces, on the side opposite the charge, the field of a point charge $Q$ placed at the position of $q$; mirrored Coulomb potentials on the two sides are continuous at the plane and have just the required jump in normal field. The total source seen there is $q'=q/\epsilon_1+Q$. Inside, $q'=(q/\epsilon)(1+\beta)=2q/(\epsilon+1)$; outside, $q'=q(1-\beta)=2q/(\epsilon+1)$ as well. So $E_t=q'\rho/(4\pi\epsilon_0R^3)$, and

$$E_{n,\rm out}E_{n,\rm in}=\lambda\left(\frac{q'd}{4\pi\epsilon_0R^3}\right)^2,$$

with $\lambda=1/\epsilon$ for a charge inside and $\lambda=\epsilon$ for one outside. The area integrals of $\rho^2/R^6$ and $d^2/R^6$ both equal $\pi/(2d^2)$. Therefore

$$F_{\rm into}=\frac{\epsilon_0(\epsilon-1)}2\,\frac{4q^2}{(\epsilon+1)^2(4\pi\epsilon_0)^2}\,\frac{\pi(1+\lambda)}{2d^2}
=\frac{(\epsilon-1)(1+\lambda)q^2}{16\pi\epsilon_0(\epsilon+1)^2d^2}.$$

Since $1+\lambda$ is $(\epsilon+1)/\epsilon$ inside and $\epsilon+1$ outside, both earlier forces are recovered.

## The numbers for a resist

Take a resist like PMMA at 300 K, with rough permittivities 3.0 for slow changes and 2.2 for fast ones. A trapped electron waits long enough for the slow value to apply. With $e^2/(4\pi\epsilon_0)=1.440$ eV nm and $\beta=0.500$, the energies at $d=1$ nm are

$$W_{\rm in}=\frac{1.440\times0.500}{4\times3.0\times1}=0.060\ \text{eV},\qquad
W_{\rm out}=-\frac{1.440\times0.500}{4\times1}=-0.180\ \text{eV}.$$

The force is $|W|/d$. Inside it is 0.060 eV/nm, equivalent to a field of 0.60 MV/cm; outside it is 1.80 MV/cm. With $\epsilon=3.0$ held fixed:

| $d$ (nm) | $W_{\rm in}$ (meV) | $W_{\rm out}$ (meV) | inside field (MV/cm) |
|---|---|---|---|
| 0.5 | +120 | −360 | 2.40 |
| 1 | +60 | −180 | 0.60 |
| 2 | +30 | −90 | 0.15 |
| 5 | +12 | −36 | 0.024 |

These values assume a linear response, which is strained at the smallest distances. At the surface point nearest the electron, the field just inside the resist is 2.4 MV/cm for an electron 1 nm inside and 7.2 MV/cm for one 1 nm outside; at 0.5 nm it is 9.6 and 29 MV/cm. For a molecular dipole of about 1.7 D the energy in a field of 7 MV/cm is already about $kT$, so the slow, dipolar part of the permittivity may begin to saturate and the effective value moves towards 2.2. The inside energies hardly change with this, but the outside ones can shrink by up to a quarter. The outside energies also follow the uncertain slow permittivity: at 1 nm, $\epsilon=3.6$ would give $-203$ meV outside and 56.5 meV inside.

For the electron inside, the surface holds $Q=-0.167e$. Its cloud is $+0.667e$. As the resist is neutral apart from the electron, the remaining $-0.5e$ of bound charge sits on distant surfaces, where it exerts a negligible force. For the electron outside, the near surface holds $+0.5e$.

Poisson's equation was also solved numerically at $d=1$ nm, without assuming an image, on both sides and for both permittivities. The energy, the force from its slope, the force from the field integral and the surface charge agreed with the formulas to about 0.1 %. The total surface charge in the numerical output, such as $-0.1665e$, was taken at a small in-plane wave number, 0.001 nm$^{-1}$, which lowers it by the factor $e^{-0.001}$.

## Third contribution: the energy step at the surface

The point-charge energies run to $+\infty$ on one side of the surface and $-\infty$ on the other. This is a fault of the point charge at a sharp boundary. A charge of finite size removes it.

Let the charge be a rigid Gaussian cloud of width $s_G=0.20$ nm, with density proportional to $e^{-r^2/2s_G^2}$. Its Fourier transform is $q\,e^{-k^2s_G^2/2}$, so its field energy in vacuum is

$$U_0=\frac12\int\frac{d^3k}{(2\pi)^3}\frac{q^2e^{-k^2s_G^2}}{\epsilon_0k^2}
=\frac{q^2}{4\pi^2\epsilon_0}\int_0^\infty e^{-k^2s_G^2}dk
=\frac{q^2}{8\pi^{3/2}\epsilon_0s_G},$$

which is 2.03 eV. Deep in the resist it is $U_0/\epsilon$. The energy step is therefore $-(1-1/3.0)\times2.03=-1.35$ eV.

Relative to far vacuum, the computed energy is $-0.18$ eV at 1 nm outside, $-0.96$ eV at the surface and $-1.29$ eV at 1 nm inside. It falls at every step between 2 nm outside and 2 nm inside, as the non-negative force integral requires. In this electrostatic model of a rigid cloud there is neither a barrier nor a well at the surface, but one downhill slope. The outside attraction is its upper end. The inside repulsion is its lower end: at 1 nm depth the electron still has about 0.06 eV to descend.

This also shows where the point formula fails. At 0.5 nm inside, the Gaussian lies $1.354-1.235=0.119$ eV above its deep value, against 0.120 eV from the formula. At 0.2 nm it lies 0.236 eV above, against 0.300 eV. The step itself scales as $1/s_G$ and depends on the chosen width; a real resist adds short-range electronic contributions that this model omits. They can raise the energy inside enough to create a barrier at the surface, with the image attraction then forming a well just outside it, so the step found here is not the electron affinity of the resist.

## Fast and slow electrons

The inside strength is $g(\epsilon)=\beta/\epsilon=(\epsilon-1)/(\epsilon^2+\epsilon)$. Raising $\epsilon$ increases the surface contrast but also the screening. The maximum follows from $g'(\epsilon)=0$:

$$\epsilon^2+\epsilon-(\epsilon-1)(2\epsilon+1)=0
\;\Rightarrow\;\epsilon^2-2\epsilon-1=0
\;\Rightarrow\;\epsilon=1+\sqrt2\approx2.41 .$$

The two permittivities of the resist lie on either side of this maximum. At 1 nm inside, the energy is 61 meV with $\epsilon=2.2$ and 60 meV with $\epsilon=3.0$. Outside there is no such compensation, and the energy changes from $-135$ to $-180$ meV.

A free electron of 1 eV crosses 1 nm in 1.7 fs. Molecular vibrations have periods of roughly 10 fs or more. In this time the slower ones hardly respond and the fastest respond only in part, so the fast value suits it better. The crossing time falls as the inverse square root of the kinetic energy. For much faster electrons the electronic polarization lags too, and the static law fails.

## Weighing the image force against its rivals

**Heat.** At 300 K, $kT=25.9$ meV. The image energy equals $kT$ at $60.0/25.9=2.3$ nm inside and at 7.0 nm outside. In equilibrium and at low filling, a trap 1 nm deep is occupied less often than an equal trap far inside by the factor $e^{-60.0/25.85}=0.098$. The effect fades gradually with depth: at 5 nm, with 12 meV, the factor is 0.63.

**Trap disorder.** Suppose that trap energies scatter by 100 meV, an assumed value. This exceeds the image energy at 1 nm, so for a given pair of traps the scatter may decide which is lower. The average tendency survives. If the scatter has the same distribution at both depths and filling is extremely low, the mean Boltzmann factor of the scatter is common to both and cancels from the ratio 0.098. At higher filling the lowest traps are already full, and the contrast weakens: for Gaussian scatter, and with the repulsion between trapped electrons neglected, the ratio is about 0.13 when one deep trap in 10,000 is filled, and 0.22 when one in 100 is.

**Quantum spread.** Confining a free electron to a length $d$ costs $\hbar^2/(2md^2)$, which is 38 meV at 1 nm, times a factor that depends on the kind of confinement. Between hard walls the factor is $\pi^2$, and the cost at 1 nm is 376 meV. It grows as $1/d^2$, while the image energy grows as $1/d$. With the hard-wall value, the two are equal inside near $376/60\approx6$ nm. Within a few nanometres of the surface, a mobile electron therefore cannot be treated as a point with a definite depth, and the point-charge energies apply to trapped electrons. For a trapped electron this cost is already part of the trap depth, if the surface leaves the trap unaltered.

**Substrate.** Silicon, with permittivity 11.7, under a 30 nm film also draws the electron deeper, by the same rule. For an electron 1 nm below the vacuum surface it lowers the energy by 4.7 meV, but adds a field of only 0.0006 MV/cm, about 0.1 % of the image field.

**Trapped charge.** Exposure can leave charge in the resist, and the surface is then no longer neutral. Consider a wide sheet of 0.01 µC/cm² trapped at the surface above a grounded, conducting substrate. Its field lines all end on the substrate, so the field in the film is the sheet density divided by $\epsilon_0\epsilon$:

$$E=\frac{10^{-4}\ \text{C/m}^2}{3.0\,\epsilon_0}=0.038\ \text{MV/cm}.$$

The image field has fallen to this value at $\sqrt{0.600/0.0376}\approx4.0$ nm. A negative sheet drives electrons deeper and adds to the image force. A positive sheet, left when more electrons are emitted than absorbed, pulls them towards the surface and, if its charge is spread evenly, wins beyond 4 nm. Real trapped charges at this density lie about 40 nm apart. At such shallow depths their field is stronger beneath a charge and weaker between charges, so the 4 nm refers to the field averaged over the surface; at a typical place the crossover is nearer 5 nm. For comparison, exposure doses of electron-beam resists are roughly 100 µC/cm², so trapping one part in ten thousand suffices.

For a film like PMMA, then, the image force is a near-surface effect. With the values used here, and if the traps are otherwise alike at all depths, it governs how the average trap energy varies with depth from somewhat below 1 nm, where the continuum picture gives out, to a few nanometres, where the field of stray charge can take over. Heat does not change this variation, but it makes the occupation of the traps more even where the image energy is below $kT$. Surface roughness and a gradual fall in polymer density blur its inner limit further. Its direction, into the material of higher permittivity, rests on the force integral and holds for any rigid charge near the flat, neutral surface of a thick resist with a linear response.

## Values computed for the example and the checks

```
Slow and fast relative permittivity: 3.0, 2.2
e^2/(4 pi eps0) = 1.4400 eV nm
Temperature 300 K, kT = 25.85 meV
beta, slow and fast: 0.5000, 0.3750
beta/eps, slow and fast: 0.1667, 0.1705
beta/eps is largest at eps = 2.4142, value 0.1716
Formula, slow permittivity: energy (meV) and field F/e (MV/cm)
 d = 0.5 nm: inside +120.0 meV, 2.400 MV/cm; outside -360.0 meV, 7.200 MV/cm
 d = 1.0 nm: inside +60.0 meV, 0.600 MV/cm; outside -180.0 meV, 1.800 MV/cm
 d = 2.0 nm: inside +30.0 meV, 0.150 MV/cm; outside -90.0 meV, 0.450 MV/cm
 d = 5.0 nm: inside +12.0 meV, 0.024 MV/cm; outside -36.0 meV, 0.072 MV/cm
Fast permittivity, 1 nm: inside +61.4 meV, outside -135.0 meV
Poisson solver, slow permittivity, d = 1 nm, electron
 inside: energy +60.00 meV; force into dielectric from field integral 60.00, from slope 60.00 meV/nm
 inside: total surface charge -0.1665 e, nearest density -0.0265 e/nm^2 (e > 0)
 outside: energy -180.00 meV; force into dielectric from field integral 179.99, from slope 180.01 meV/nm
 outside: total surface charge +0.4995 e, nearest density +0.0796 e/nm^2 (e > 0)
Largest relative deviation, solver against formulas: 1.0e-03
|Energy| = kT at depth 2.32 nm inside, height 6.96 nm outside
Boltzmann factor, trap 1 nm deep against far inside: 0.098
Gaussian charge, width s = 0.20 nm, self-energy in vacuum 2.031 eV
Its energy relative to far vacuum (z > 0 is inside):
 z = -2.0 nm: -0.090 eV
 z = -1.0 nm: -0.180 eV
 z = -0.5 nm: -0.358 eV
 z = -0.2 nm: -0.688 eV
 z = +0.0 nm: -0.957 eV
 z = +0.2 nm: -1.118 eV
 z = +0.5 nm: -1.235 eV
 z = +1.0 nm: -1.294 eV
 z = +2.0 nm: -1.324 eV
Limit deep inside: -1.354 eV
Neglected effects for the electron 1 nm from the surface
 Silicon (eps 11.7) under 30 nm film: energy -4.72 meV, extra inward field 0.00062 MV/cm
 Trapped sheet 0.01 uC/cm2: field 0.0376 MV/cm, equals inside image field at 3.99 nm
 Assumed trap-energy disorder: 100 meV
 Confinement scale hbar^2/(2 m d^2) at 1 nm: 38.1 meV
 Time for a 1 eV electron to cross 1 nm: 1.69 fs
```
